# Zener tunnelling between two bands: exact prefactor and first-order theory: verification in Python

```python
# Result under test: in the two-band model H(k) = v k sigma_z + D sigma_x
# (D = Eg/2, hbar = e = 1) a force F drives interband tunnelling with
#     P = exp(-S),   S = pi sqrt(m_r) Eg^(3/2) / (2 F),   prefactor exactly 1,
# while first order in the interband coupling gives C1^2 exp(-S), where
# C1^2 tends to pi^2/9 for weak field.
# m_r: reduced mass; v: band velocity; Lam = 2 D^2/(v F), so that S = pi Lam/2.
# Hartree atomic units are used unless a printed label says otherwise.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.special import gamma
from scipy.constants import physical_constants as pc

gap, m_red, field = 0.02, 0.02, 5.0e-5
half_gap = gap / 2
vel = np.sqrt(gap / (4 * m_red))


def zener_exponent(force):
    return np.pi * np.sqrt(m_red) * gap**1.5 / (2 * force)


def adiabaticity(force):
    return 2 * half_gap**2 / (vel * force)


def hamiltonian(k):
    return np.array([[vel * k, half_gap], [half_gap, -vel * k]])


# Reduced mass from the curvature of the diagonalized gap
def band_gap(k):
    low, high = np.linalg.eigvalsh(hamiltonian(k))
    return high - low


dk = 2.0e-4
mass_numeric = dk**2 / (band_gap(dk) - 2 * band_gap(0.0) + band_gap(-dk))
assert abs(mass_numeric / m_red - 1) < 1e-4


# Decay action from the complex wave numbers allowed at each point of the gap
def decay_constant(x):
    eps = field * x
    k_matrix = np.array([[eps, -half_gap], [half_gap, -eps]]) / vel
    return np.max(np.abs(np.linalg.eigvals(k_matrix).imag))


x_turn = half_gap / field
action = 2 * quad(lambda th: decay_constant(x_turn * np.sin(th))
                  * x_turn * np.cos(th), -np.pi / 2, np.pi / 2)[0]
assert abs(action / zener_exponent(field) - 1) < 1e-6


# Time evolution with k = F t, from the lower to the upper band
def driven_probability(force, reach=40.0):
    t_end = reach * half_gap / (vel * force)

    def rhs(t, y):
        e = vel * force * t
        return np.array([-1j * (e * y[0] + half_gap * y[1]),
                         -1j * (half_gap * y[0] - e * y[1])])

    start = np.linalg.eigh(hamiltonian(-force * t_end))[1][:, 0]
    upper = np.linalg.eigh(hamiltonian(force * t_end))[1][:, 1]
    sol = solve_ivp(rhs, (-t_end, t_end), start.astype(complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return abs(np.vdot(upper, sol.y[:, -1]))**2


driven = {f: driven_probability(f) for f in (1.0e-4, field)}
for f, p in driven.items():
    # finite start and end times leave a relative error of about 2e-3
    assert abs(p / np.exp(-zener_exponent(f)) - 1) < 4e-3


# Stationary transmission in real space at fixed total energy
# y = F x / D; only a right-moving wave is present at large positive y
def transmission(force, reach=25.0):
    strength = half_gap**2 / (vel * force)

    def rhs(y, psi):
        return np.array([1j * strength * (y * psi[0] - psi[1]),
                         -1j * strength * (y * psi[1] - psi[0])])

    r_out = reach - np.sqrt(reach**2 - 1)
    r_in = -r_out
    sol = solve_ivp(rhs, (reach, -reach), np.array([1, r_out], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi = sol.y[:, -1]
    incoming = (psi[0] - r_in * psi[1]) / (1 - r_in**2)
    return 1 / abs(incoming)**2


fields = [1.0e-4, 5.0e-5, 2.5e-5, 1.25e-5]
trans = [transmission(f) for f in fields]
for f, t in zip(fields, trans):
    # local plane waves at finite distance limit the accuracy to some 1e-5
    assert abs(t / np.exp(-zener_exponent(f)) - 1) < 1e-4


# Contour-integral solution of the linear crossing against direct integration
beta, coup = 1.0, 0.9
kap = coup**2 / (2 * beta)


def contour_solution(t):
    step = 0.005
    s = np.arange(-40.0, 4.0, step)
    q = np.exp(s - 1j * np.pi / 4)
    q_power = np.exp(1j * kap * (s - 1j * np.pi / 4))
    wave = np.exp(-1j * q**2 / (4 * beta) + 1j * q * t)
    w = step * np.sum(q_power * q * wave)
    slope = 1j * (t - q / (2 * beta)) * wave
    u = -2j * beta / coup * step * np.sum(q_power * q * slope)
    return np.exp(-0.5j * beta * t**2) * np.array([u, w])


sol = solve_ivp(lambda t, y: np.array([-1j * (beta * t * y[0] + coup * y[1]),
                                      -1j * (coup * y[0] - beta * t * y[1])]),
                (-3.0, 3.0), contour_solution(-3.0), method="DOP853",
                rtol=1e-11, atol=1e-12)
contour_end = contour_solution(3.0)
contour_error = np.max(np.abs(sol.y[:, -1] - contour_end))
assert contour_error < 1e-7
norm_numeric = np.sum(np.abs(contour_end)**2)
norm_formula = 4 * np.pi * beta / (1 - np.exp(-2 * np.pi * kap))
assert abs(norm_numeric / norm_formula - 1) < 1e-8
# far in the past the whole norm sits in the first component
assert abs(abs(contour_solution(-40.0)[0])**2 / norm_formula - 1) < 1e-3


# First-order prefactor C1 from the path just below the complex crossing
def first_order_prefactor(lam):
    depth = min(0.7, lam**(-1 / 3))
    step = depth / 40
    n = int(6.0 / step)
    z = step * np.arange(-n, n + 1) - 1j * depth
    f = np.exp(-0.25j * lam * (np.sinh(2 * z) - 2 * z)) / np.sinh(z)
    return (step * np.sum(f) / 2j).real


def weak_field_prefactor(lam):
    return np.pi / 3 + np.sqrt(3) / 20 * gamma(2 / 3) * (3 / lam)**(2 / 3)


for lam in (1e2, 1e3, 1e4, 1e6):
    error = abs(first_order_prefactor(lam) - weak_field_prefactor(lam))
    assert error < lam**(-4 / 3)


# Orders 1, 3, 5, 7 of the coupling series, integrated on the real time axis
def series_prefactors(lam, reach=20.0):
    def coupling_phase(x):
        root = np.sqrt(1 + x * x)
        phi = 0.5 * (x * root + np.arcsinh(x))
        return 0.5 / (1 + x * x) * np.exp(1j * lam * phi), root

    def rhs(x, y):
        g = coupling_phase(x)[0]
        h = -np.conj(g)
        return np.array([g, h * y[0], g * y[1], h * y[2],
                         g * y[3], h * y[4], g * y[5]])

    start = np.zeros(7, complex)
    g, root = coupling_phase(-reach)
    start[0] = g / (1j * lam * root)
    out = solve_ivp(rhs, (-reach, reach), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert out.success
    y = out.y[:, -1]
    g, root = coupling_phase(reach)
    lower = np.array([1, y[1], y[3], y[5]])
    # leading end-point term of the remaining oscillatory tail
    upper = y[[0, 2, 4, 6]] - g * lower / (1j * lam * root)
    return upper * np.exp(np.pi * lam / 4)


series = {}
for f in (1.0e-4, field):
    lam = adiabaticity(f)
    series[f] = series_prefactors(lam)
    assert abs(series[f][0] - first_order_prefactor(lam)) < 2e-4
    assert abs(np.sum(series[f]) - 1) < 3e-4

hartree_ev = pc["Hartree energy in eV"][0]
field_si = pc["atomic unit of electric field"][0]
S = zener_exponent(field)
print(f"gap Eg = {gap:.4f} hartree = {gap * hartree_ev:.4f} eV")
print(f"reduced mass m_r = {m_red:.4f} electron masses")
print(f"reduced mass from band curvature = {mass_numeric:.6f} electron masses")
print(f"field F = {field:.2e} a.u. = {field * field_si:.4e} V/m")
print(f"band velocity v = {vel:.4f} a.u.")
print(f"barrier length Eg/F = {gap / field:.1f} bohr")
print(f"adiabaticity Lam = {adiabaticity(field):.4f} (dimensionless)")
print(f"exponent S, formula = {S:.6f} (dimensionless)")
print(f"exponent S, imaginary-k action = {action:.6f} (dimensionless)")
print(f"exp(-S) = {np.exp(-S):.5e} (probability)")
for f, p in driven.items():
    print(f"time evolution, F = {f:.2e} a.u.: P = {p:.4e}, "
          f"P/exp(-S) = {p / np.exp(-zener_exponent(f)):.4f}")
print("real-space transmission T and first-order C1^2 (dimensionless):")
for f, t in zip(fields, trans):
    s = zener_exponent(f)
    c1 = first_order_prefactor(adiabaticity(f))
    print(f"F = {f:.2e} a.u.: S = {s:.4f}, T = {t:.4e}, "
          f"T/exp(-S) = {t / np.exp(-s):.5f}, C1^2 = {c1**2:.5f}")
print("weak-field approach of first order (dimensionless):")
for lam in (1e2, 1e3, 1e4, 1e6):
    c1 = first_order_prefactor(lam)
    print(f"Lam = {lam:.0e}: C1 = {c1:.6f}, expansion = "
          f"{weak_field_prefactor(lam):.6f}, C1^2 = {c1**2:.6f}")
print(f"pi/3 = {np.pi / 3:.6f}, pi^2/9 = {np.pi**2 / 9:.6f} (dimensionless)")
print("amplitude orders divided by exp(-S/2) (dimensionless):")
for f, c in series.items():
    terms = ", ".join(f"{value:+.5f}" for value in c.real)
    print(f"F = {f:.2e} a.u., orders 1,3,5,7: {terms}; "
          f"sum = {np.sum(c).real:.5f}")
print(f"contour solution test: beta = {beta:.2f}, D = {coup:.2f}, "
      f"kappa = {kap:.4f} (scaled units)")
print(f"contour solution norm = {norm_numeric:.6f}, formula = "
      f"{norm_formula:.6f} (scaled units)")
print("ALL CHECKS PASSED")
```

Printed output:

```
gap Eg = 0.0200 hartree = 0.5442 eV
reduced mass m_r = 0.0200 electron masses
reduced mass from band curvature = 0.020000 electron masses
field F = 5.00e-05 a.u. = 2.5711e+07 V/m
band velocity v = 0.5000 a.u.
barrier length Eg/F = 400.0 bohr
adiabaticity Lam = 8.0000 (dimensionless)
exponent S, formula = 12.566371 (dimensionless)
exponent S, imaginary-k action = 12.566371 (dimensionless)
exp(-S) = 3.48734e-06 (probability)
time evolution, F = 1.00e-04 a.u.: P = 1.8672e-03, P/exp(-S) = 0.9999
time evolution, F = 5.00e-05 a.u.: P = 3.4803e-06, P/exp(-S) = 0.9980
real-space transmission T and first-order C1^2 (dimensionless):
F = 1.00e-04 a.u.: S = 6.2832, T = 1.8674e-03, T/exp(-S) = 0.99997, C1^2 = 1.27171
F = 5.00e-05 a.u.: S = 12.5664, T = 3.4874e-06, T/exp(-S) = 1.00001, C1^2 = 1.21314
F = 2.50e-05 a.u.: S = 25.1327, T = 1.2162e-11, T/exp(-S) = 1.00000, C1^2 = 1.17262
F = 1.25e-05 a.u.: S = 50.2655, T = 1.4790e-22, T/exp(-S) = 1.00000, C1^2 = 1.14554
weak-field approach of first order (dimensionless):
Lam = 1e+02: C1 = 1.058278, expansion = 1.058520, C1^2 = 1.119953
Lam = 1e+03: C1 = 1.049626, expansion = 1.049637, C1^2 = 1.101714
Lam = 1e+04: C1 = 1.047723, expansion = 1.047723, C1^2 = 1.097723
Lam = 1e+06: C1 = 1.047222, expansion = 1.047222, C1^2 = 1.096674
pi/3 = 1.047198, pi^2/9 = 1.096623 (dimensionless)
amplitude orders divided by exp(-S/2) (dimensionless):
F = 1.00e-04 a.u., orders 1,3,5,7: +1.12770, -0.13328, +0.00571, -0.00013; sum = 1.00000
F = 5.00e-05 a.u., orders 1,3,5,7: +1.10143, -0.10501, +0.00365, -0.00007; sum = 1.00000
contour solution test: beta = 1.00, D = 0.90, kappa = 0.4050 (scaled units)
contour solution norm = 13.636826, formula = 13.636826 (scaled units)
ALL CHECKS PASSED
```
